\section*{Comment on separating transport and reaction coefficients from growth-rate data}

\section{The argument under review}

The argument concerns silicon epitaxy from dilute silane in hydrogen. The wafer temperature and the gas flow are held fixed, the silane fraction is varied, and the growth rate is recorded at one position on the wafer. The data are fitted with the linear Grove model, which has a mass-transfer coefficient $h$ and a surface-reaction coefficient $k$. The reasoning is:

\begin{quote}
The model has two unknowns and we have ten data points with a relative noise of $0.01\,\%$. The problem is overdetermined, so the fit yields both coefficients. We find $k=1.624$ and $h=19.588$ cm/s. Since $h\gg k$, growth is limited by the surface reaction.
\end{quote}

The fit is good and the arithmetic is sound. The question is whether ten points on this curve carry two pieces of information.

\section{What the model says about the data}

Let $C$ be the silane concentration supplied to the wafer region, $s$ the concentration at the surface, and $F$ the number of silane molecules consumed per unit area and time. Both concentrations are referred to the gas density at the wafer temperature. The model is classical, and its algebra holds in any consistent units. It assumes that
\begin{equation}
F=h(C-s),\qquad F=ks,
\label{eq:model}
\end{equation}
with positive $h$ and $k$ that do not depend on $C$. In the steady state the two fluxes are equal, so $hC-hs=ks$. Hence
\begin{equation}
s=\frac{h}{h+k}\,C,\qquad F=ks=\frac{hk}{h+k}\,C\equiv KC .
\label{eq:K}
\end{equation}
Taking the reciprocal of $K$ gives
\begin{equation}
\frac1K=\frac{h+k}{hk}=\frac1k+\frac1h .
\label{eq:series}
\end{equation}
The two steps act as resistances in series. Each silane molecule consumed adds one silicon atom, so with $N$ the atomic density of the solid the growth rate is
\begin{equation}
v=\frac{F}{N}=\frac{K}{N}\,C .
\label{eq:v}
\end{equation}

This is a straight line through the origin, and its one adjustable feature is its slope. Every pair $(k,h)$ that satisfies Eq.~\eqref{eq:series} with the same $K$ predicts the same rate at every $C$. Such pairs form a continuous curve, which contains with each pair its mirror image, $k$ and $h$ exchanged. Counting points against parameters therefore misleads: the ten points are ten measurements of one number.

The role of precision can be made explicit. Let the relative noise be small, independent and of standard deviation $\varepsilon$, and form $d_i=\ln(Nv_i/C_i)$ from each of $n$ points. Then $d_i=\ln K+\varepsilon_i$, and the sum of squares to be minimized is
\begin{equation}
\sum_{i=1}^n (d_i-\ln K)^2 .
\end{equation}
It contains $k$ and $h$ through $K$ alone. Its minimum lies at the mean of the $d_i$, so the relative error of $K$ is $\varepsilon/\sqrt n$. Better data narrow the valley in the $(k,h)$ plane but leave its length unchanged.

\section{Does convection rescue the argument?}

One might object that $F=h(C-s)$ is a crude picture of a flowing gas, and that a proper transport calculation would supply the missing information. A stagnation-flow reactor permits a direct check. Let $z$ be the height above the wafer and take the axial velocity as $-wz$, with constant strain rate $w$ and constant diffusivity $D$. For a concentration that depends on $z$ alone, the steady balance of convection and diffusion is $-wz\,c'=Dc''$, or
\begin{equation}
Dc''+wz\,c'=0 .
\end{equation}
This is a first-order equation for $c'$, with solution $c'(z)=c'(0)\,e^{-wz^2/2D}$. Integrating from the surface to the distant gas gives
\begin{equation}
C-s=c'(0)\int_0^\infty e^{-wz^2/2D}\,dz=c'(0)\sqrt{\frac{\pi D}{2w}} .
\end{equation}
The flux into the surface is $F=Dc'(0)$. Therefore
\begin{equation}
F=h(C-s),\qquad h=D\sqrt{\frac{2w}{\pi D}}=\sqrt{\frac{2wD}{\pi}} .
\label{eq:h}
\end{equation}
Convection fixes the value of $h$ and leaves the series law intact. The velocity used here lets the gas slip along the wafer, which affects the numerical factor in $h$.

Equation~\eqref{eq:h} does offer a way out of another kind: if $w$ and $D$ are known well enough, $h$ can be computed, and $K$ then gives $k$. The separation in that case comes from the gas properties and the flow, which the growth-rate curve does not contain.

\section{Three incompatible readings of one data set}

Take 1200 K, 760 Torr and $D=6$ cm$^2$/s, and consider three candidate pairs. Each has its own $w$, as if the flow near the wafer were not known.

\begin{center}
\begin{tabular}{ccccc}
$k$ (cm/s) & $h$ (cm/s) & $w$ (1/s) & $K$ (cm/s) & $s/C$\\
2 & 6 & 9.42 & 1.50 & 0.75\\
3 & 3 & 2.36 & 1.50 & 0.50\\
6 & 2 & 1.05 & 1.50 & 0.25
\end{tabular}
\end{center}

For the first pair, $K=2\times6/(2+6)=1.5$ cm/s. The values of $K$ in the table come from numerical integration of the convective equation, which was tested against Eq.~\eqref{eq:series}.

The total gas density is $6.116\times10^{18}$ cm$^{-3}$ and silicon has $N=4.994\times10^{22}$ cm$^{-3}$. At a silane fraction of $0.2\,\%$,
\begin{equation}
v=\frac{1.5\times0.002\times6.116\times10^{18}}{4.994\times10^{22}}\ \text{cm/s}
=3.67\ \text{nm/s},
\end{equation}
or 0.22 $\mu$m/min. At $0.05$, $0.10$ and $0.15\,\%$ the rates are 0.92, 1.84 and 2.76 nm/s. All three pairs give these values, although the first describes growth held back mainly by the reaction and the third growth held back mainly by transport.

The fit quoted in the argument can now be understood. Its data were generated from $k=2$, $h=6$ cm/s, at ten concentrations between one tenth of the maximum and the maximum. At each iteration the fitting procedure linearizes the model in $(\ln k,\ln h)$ and, among all steps that minimize the linearized misfit, takes the shortest. Three starting guesses give:

\begin{center}
\begin{tabular}{ccc}
start $(k,h)$ & result $(k,h)$ & $K$ (cm/s)\\
$(2,20)$ & $(1.624,\,19.588)$ & 1.49997\\
$(4,4)$ & $(3.000,\,3.000)$ & 1.49997\\
$(20,2)$ & $(19.588,\,1.624)$ & 1.49997
\end{tabular}
\end{center}

The combination $K$ is recovered to $0.002\,\%$, and none of the three pairs is the true one. The claim $h\gg k$ reproduces the first starting guess; the third guess would have supported the opposite claim with equally good agreement.

The sensitivities show why. Differentiating Eq.~\eqref{eq:series} with respect to $k$ gives $-K^{-2}\,\partial K/\partial k=-k^{-2}$, and likewise for $h$, so that
\begin{equation}
\frac{\partial\ln K}{\partial\ln k}=\frac Kk,\qquad
\frac{\partial\ln K}{\partial\ln h}=\frac Kh,\qquad
\frac Kk+\frac Kh=1 .
\label{eq:sens}
\end{equation}
For the true pair they are 0.75 and 0.25 at every concentration. The matrix of sensitivities thus has identical rows and rank one. A small change with $\delta\ln k/\delta\ln h=-k/h$ leaves all the data unchanged to first order. When a fitting program reports finite error bars for both coefficients from such data, they do not come from the data alone; a prior, a bound, a regularization or rounding can produce them.

\section{What the slope does tell}

The slope is not empty of information about the separate coefficients. Let $m$ be the smaller of $k$ and $h$. The larger coefficient contributes a resistance between zero and $1/m$, so
\begin{equation}
\frac1m<\frac1K\le\frac2m
\quad\Longrightarrow\quad K<m\le 2K .
\end{equation}
In the example the smaller coefficient lies between 1.5 and 3.0 cm/s. The data do not say which coefficient it is, and they set no upper limit on the other.

Consider the limit $h\gg k$. Equation~\eqref{eq:K} gives $K=k/(1+k/h)\approx k(1-k/h)$, so the slope measures $k$ with a small relative error $k/h$. In the opposite limit it measures $h$. A slope may therefore be read as a reaction coefficient if separate evidence shows that transport is fast. A straight plot of $v$ against $C$ is no such evidence, because the plot is straight in both limits and between them.

\section{Experiments that do separate the coefficients}

\subsection{Changing the flow}

Keep the wafer temperature and $C$ fixed and change the flow so that $h$ becomes $gh$, with $g\neq1$ known. Write $R_1=1/K_1$ and $R_2=1/K_2$ for the two measured resistances:
\begin{equation}
R_1=\frac1k+\frac1h,\qquad R_2=\frac1k+\frac1{gh}.
\end{equation}
Subtraction removes $1/k$ and leaves $R_1-R_2=(1-1/g)/h$. Hence
\begin{equation}
\frac1h=\frac{R_1-R_2}{1-1/g},\qquad
\frac1k=R_1-\frac1h=\frac{R_2-R_1/g}{1-1/g}.
\label{eq:invert}
\end{equation}
By Eq.~\eqref{eq:h}, a fourfold strain rate gives $g=2$. The three candidates, until now indistinguishable, then have $K_2=1.71$, 2.00 and 2.40 cm/s. For the first, $R_1=0.6667$ and $R_2=0.5833$ s/cm, so $1/h=2(R_1-R_2)=0.1667$ s/cm and $1/k=2R_2-R_1=0.5$ s/cm, which returns $h=6$ and $k=2$ cm/s.

Precision now matters. Let both slopes carry independent relative errors $\varepsilon$, so that $R_i$ has standard deviation $\varepsilon R_i$. To first order the relative error of $k$ equals that of $1/k$, and for $g=2$
\begin{align}
\frac{\sigma_k}{k}&=k\sqrt{4R_2^2+R_1^2}\;\varepsilon=2.69\,\varepsilon,\\
\frac{\sigma_h}{h}&=2h\sqrt{R_1^2+R_2^2}\;\varepsilon=10.6\,\varepsilon .
\end{align}
The coefficient $h$ suffers more because it contributes the smaller resistance and is found from the difference of two similar numbers. With $\varepsilon=0.5\,\%$, simulated measurements give errors of $1.35\,\%$ in $k$ and $5.4\,\%$ in $h$.

If the exponent in $h\propto Q^p$ is unknown, with $Q$ the flow, two flows do not suffice. Three flows $Q$, $rQ$ and $r^2Q$ give $(R_1-R_2)/(R_2-R_3)=r^p$, since each difference is $r^{-p}$ times the one before. This fixes $p$ for exact data, provided that the power law holds over the whole range. It is a ratio of small differences: for the first candidate with $p=0.5$ and slope errors of $0.5\,\%$, the scatter of $p$ is about $\pm0.25$ for $r=2$ and $\pm0.1$ for $r=4$.

\subsection{Changing the temperature}

Let a temperature step multiply $k$ by $f$ and $h$ by $q$, both known. The new resistance is $R_2=1/(fk)+1/(qh)$. Subtracting $R_1/q$ removes $h$:
\begin{equation}
R_2-\frac{R_1}{q}=\frac1k\left(\frac1f-\frac1q\right),
\end{equation}
which can be solved for $k$ if $f\neq q$. For a step from 1200 to 1250 K and an activation energy of 1.6 eV, $f=1.857$. With $D\propto T^{1.75}$, and $w\propto T$ at fixed mass flow and pressure (true if all the gas is heated; with a cold inlet $q$ is nearer 1.05), Eq.~\eqref{eq:h} gives $h\propto T^{1.375}$ and $q=1.058$. The candidates then have $K=2.34$, 2.02 and 1.78 cm/s. The reactor with the largest share of reaction resistance responds most strongly. In applying this, the measured slope must be converted with the gas density at the new temperature. If the activation energy is unknown, the step adds an unknown along with its equation, and two temperatures are not enough.

\subsection{Measuring the surface concentration}

From $F=ks=KC$ one has $s/C=K/k$. The candidates have ratios of 0.75, 0.50 and 0.25, so even a rough measurement of $s$ would tell them apart.

\section{When the line is not straight}

The conclusion rests on linearity. Suppose that the surface reaction saturates,
\begin{equation}
F=\frac{ks}{1+bs},
\end{equation}
with constant $b>0$. Insert $s=C-F/h$ into $F(1+bs)=ks$:
\begin{equation}
F+bCF-\frac bh F^2=kC-\frac kh F .
\end{equation}
Dividing by $k$ and collecting the terms in $F$ gives
\begin{equation}
\left(\frac1k+\frac1h\right)F+\frac bk\,CF-\frac b{kh}\,F^2=C .
\label{eq:sat}
\end{equation}
This is linear in its three coefficients, so three exact points determine them if the resulting equations are independent. The ratio of the second to the third is $h$ in magnitude; the first then gives $k$, and the second gives $b$. In a scaled example with $k=2$, $h=6$ and $b=1$, the rates at $C=0.3$, 1 and 3 return all three values. For a plot curved by a known saturation law of this kind, then, the statement that concentration data cannot separate the coefficients is false.

The separation is delicate when the curvature is weak. Put $F=KC+aC^2$ into Eq.~\eqref{eq:sat}. The terms in $C^2$ give
\begin{equation}
\frac aK+\frac{bK}{k}\left(1-\frac Kh\right)=0
\quad\Longrightarrow\quad a=-\frac{bK^3}{k^2},
\end{equation}
where $1-K/h=K/k$ from Eq.~\eqref{eq:sens} was used. The slope and the first curvature thus give $K$ and $b/k^2$, two numbers for three unknowns. The separation has to come from the next order in $C$, unless $b$ is known independently.

\section{Could real curvature be used in the example?}

Several neglected effects bend the line, and two are worked out here. The first is net gas production: one silane molecule arrives and two hydrogen molecules leave, so there is a net outward flow equal to $F$. Let $n$ be the gas density, taken as uniform, and $x$ the silane fraction. In a stagnant film of thickness $\delta=D/h$ the inward silane flux is $F=nDx'-xF$. Integrating $F\,dz=nD\,dx/(1+x)$ across the film gives
\begin{equation}
F=nh\ln\frac{1+x}{1+x_s},\qquad F=nkx_s,
\end{equation}
where $x$ now denotes the supplied fraction and $x_s$ that at the surface. With $\varphi=F/n$ and the logarithms expanded to second order, $\varphi/h=x-x^2/2-\varphi/k+\varphi^2/2k^2$. Moving $\varphi/k$ to the left and using $\varphi\approx Kx$ in the last term yields
\begin{equation}
\varphi\approx Kx\left[1-\frac x2\left(1-\frac{K^2}{k^2}\right)\right].
\end{equation}
In this film model, at $x=0.2\,\%$, the rate falls by $0.044\,\%$ for $k=2$ cm/s and by $0.094\,\%$ for $k=6$ cm/s. Within the film model this difference distinguishes the two. Other effects are as large: silane at $0.2\,\%$ lowers the kinematic viscosity of the gas by about $2\,\%$, which in a no-slip flow raises the rate of the first candidate by some $0.04\,\%$.

The second effect is larger for the rough desorption rate used below. Silane leaves four hydrogen atoms on the surface, which desorb at a rate $r$ per atom. Hydrogen adsorbed from the carrier gas also blocks sites, but it is left out of this rough estimate. If the hydrogen from silane blocks a fraction $\theta$ of the $n_s$ sites per area, then $4F=rn_s\theta$ in the steady state. If the reaction needs two free sites, $k$ becomes $k(1-\theta)^2\approx k(1-2\theta)$, and by Eq.~\eqref{eq:sens}
\begin{equation}
\frac{\delta K}{K}\approx-2\theta\,\frac Kk,\qquad
\theta\approx\frac{4KC}{rn_s}.
\end{equation}
With a rough $r=10^{15}\,\text{s}^{-1}e^{-2.5\,\text{eV}/k_BT}=3.2\times10^4$ s$^{-1}$ and the site density of a silicon (001) surface, $\theta=0.34\,\%$ at the highest silane fraction. The rate falls by $0.51\,\%$ for $k=2$ cm/s and by $0.17\,\%$ for $k=6$ cm/s. The shift depends on the product $kr$, however. With $r$ three times larger, the first candidate also shows $0.17\,\%$. At 1200 K an error of about 0.11 eV in the desorption energy changes $r$ by this factor. Precise data would thus reveal the curvature, but its reading would depend on surface kinetics that must be known from elsewhere.

\section{Relation to a real reactor}

The parameters are round values meant for the regime of atmospheric-pressure silane epitaxy; $D$, $k$, $h$ and the activation energy are rough. A growth rate of some tenths of a micrometre per minute is of a reasonable order for it. Gas-phase decomposition of silane is left out. At 1200 K and atmospheric pressure it is fast compared with diffusion across the boundary layer, so in a real reactor $k$ lumps gas-phase and surface steps and need not be independent of $C$. For the first candidate, the assumption that fails most clearly among the effects sized here is that of a gas at uniform temperature. Above a hot wafer, thermal diffusion drives the heavy silane towards the cold gas. In a film the inward flux is then $F=nD(x'+\alpha xT'/T)$. Multiplication by $T^\alpha$ makes the bracket a total derivative, $(xT^\alpha)'=FT^\alpha/(nD)$, and integration across the film gives
\begin{equation}
F=h'(\beta C-s),\qquad \beta=\left(\frac{T_\text{cold}}{T_\text{wafer}}\right)^{\alpha},
\end{equation}
with $h'$ independent of $C$. Combined with $F=ks$, this gives $F=\beta K'C$, where $1/K'=1/k+1/h'$. For an illustrative $\alpha=0.3$ and cold gas at 300 K, $\beta=0.66$: at given $k$ and $h'$ the growth rate is $34\,\%$ lower. This $\alpha$ is on the low side: first-order Chapman--Enskog theory with Lennard-Jones parameters gives about 0.5 at 300 K and 0.8 at 1200 K for trace silane in hydrogen, and a film value $\beta\approx0.4$. The line stays straight, and its slope now hides three quantities instead of two. The flow experiment is affected as well. If $\beta$ does not change with the flow, it yields $\beta k$ and $\beta h'$, so their ratio is right, but both coefficients come out too low by the factor $\beta$ if it is ignored. The value 0.66 belongs to the stagnant film. In a stagnation flow, convection brings fresh gas into the depleted region, so $\beta$ lies closer to one and has to be computed from the convective equation. For a no-slip stagnation flow with a 4 cm gap and a 300 K inlet it is about 0.86 for $\alpha=0.3$ and about 0.67 for the kinetic-theory $\alpha$, and it changes by about $1\,\%$ or less when the flow is quadrupled.

Consumption of silane matters less for the first candidate. With the inlet 4 cm above the wafer and $w=9.42$ s$^{-1}$, the inlet speed is 37.7 cm/s and the wafer uses $1.5/37.7=4.0\,\%$ of the supply. The other two candidates have weaker flow, and the same estimate gives 16 and $36\,\%$. For the third, an inlet at this height is too close to count as distant gas.

\section{Assessment}

The reported slope can stand, as can $K=1.50$ cm/s within the uniform-temperature model. The separate values of $k$ and $h$, and the conclusion that the reaction limits growth, should be withdrawn. More concentrations at the same flow and temperature would not restore them while the response stays linear. A second series at four times the flow, with the wafer temperature held constant, would decide among the three candidates: with the inlet far above the wafer, as Eq.~\eqref{eq:h} assumes, their slopes would rise by 14, 33 and $60\,\%$. These figures belong to the isothermal slip model. In a no-slip flow with a 4 cm gap and a cold inlet, a fourfold flow raises the transport coefficient by only about 1.75 to 1.85, and taking $g=2$ would misstate $h$ by roughly 10 to $17\,\%$. Moreover, at 760 Torr the ratio $\mathrm{Gr}/\mathrm{Re}^2$ is about 9 for the first candidate and above 100 for the other two, so buoyancy may destroy the forced stagnation flow. In a real reactor $g$ has to be computed or measured. The values of the model calculation are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature 1200 K, pressure 760 Torr
Silicon atomic density 4.9940e+22 cm^-3
Total gas density 6.1158e+18 cm^-3
Silane diffusivity (rough) 6.0 cm^2/s
k=2, h=6 cm/s: w=9.425 1/s, K=1.5000 cm/s, s/C=0.750
k=3, h=3 cm/s: w=2.356 1/s, K=1.5000 cm/s, s/C=0.500
k=6, h=2 cm/s: w=1.047 1/s, K=1.5000 cm/s, s/C=0.250
Silane 0.05 %: growth 0.9185, 0.9185, 0.9185 nm/s
Silane 0.10 %: growth 1.8370, 1.8370, 1.8370 nm/s
Silane 0.15 %: growth 2.7554, 2.7554, 2.7554 nm/s
Silane 0.20 %: growth 3.6739, 3.6739, 3.6739 nm/s
Highest growth rate 0.2204 um/min
Sensitivity of ln K to ln k 0.7500, to ln h 0.2500
Smallest/largest singular value, one flow: below 1e-8 (tested)
Same ratio, two flows: 0.0764
Same ratio, saturating kinetics: 2.20e-03
Fit from k=2, h=20: k=1.624, h=19.588, K=1.49997 cm/s
Fit from k=4, h=4: k=3.000, h=3.000, K=1.49997 cm/s
Fit from k=20, h=2: k=19.588, h=1.624, K=1.49997 cm/s
Relative noise in fitted data 0.01 %
Bounds on the smaller coefficient: 1.50 to 3.00 cm/s
Fourfold flow: K=1.7143 cm/s, recovered k=2.000, h=6.000 cm/s
Fourfold flow: K=2.0000 cm/s, recovered k=3.000, h=3.000 cm/s
Fourfold flow: K=2.4000 cm/s, recovered k=6.000, h=2.000 cm/s
Error amplification for k 2.69, for h 10.63
Slope error 0.5 % gives 1.35 % in k, 5.38 % in h
At 1250 K with 1.6 eV: k factor 1.857, h factor 1.058
K at higher temperature: 2.3428, 2.0216, 1.7779 cm/s
Saturating case recovered: k=2.0000, h=6.0000 cm/s, b=1.0000 (scaled)
Thermal diffusion (factor 0.3, cold gas 300 K): zero-flux ratio 0.660
Gas production shift, k=2: -0.0437 %
Gas production shift, k=3: -0.0749 %
Gas production shift, k=6: -0.0936 %
Hydrogen desorption: 1e+15 1/s, 2.5 eV, rate 3.17e+04 1/s
Hydrogen coverage from silane, k=2: 0.340 %
Blocking shift, k=2: -0.510 %; k=6: -0.171 %
Blocking shift, k=2, threefold desorption: -0.171 %
Inlet height 4.0 cm, speed 37.70 cm/s, reactant used 3.98 %
\end{verbatim}
